\section*{The Hartree-Fock antiferromagnetic threshold of the honeycomb Hubbard model}

\section{Problem}

Electrons on an infinite honeycomb lattice are described by the Hubbard Hamiltonian
\begin{equation}
H=-t\sum_{\langle ij\rangle\sigma}\left(c^\dagger_{i\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{i\sigma}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow},
\end{equation}
with $t>0$, $U>0$, one electron per site and zero temperature. Sublattice $A$ carries the moment $m=\langle n_\uparrow\rangle-\langle n_\downarrow\rangle$ and sublattice $B$ carries $-m$. At which interaction $U_c$ does Hartree-Fock theory first give $m\neq0$, and what does the density of states have to do with the answer? Energies are measured in units of $t$.

\section{A tempting solution}

Without interaction the levels come in pairs $\pm\varepsilon$, and the Fermi level lies at zero. A staggered field $\Delta=Um/2$ mixes the two members of each pair and turns their energies into $\pm\sqrt{\varepsilon^2+\Delta^2}$. The self-consistency condition for $\Delta\neq0$ is
\begin{equation}
\frac2U=\int_0^\infty\frac{D(\varepsilon)\,d\varepsilon}{\sqrt{\varepsilon^2+\Delta^2}},
\label{gapD}
\end{equation}
where $D(\varepsilon)$ is the distribution of the positive energies $\varepsilon$, normalized to one. The factor $1/\sqrt{\varepsilon^2+\Delta^2}$ is largest at small $\varepsilon$, so one expects the detailed shape of $D$ to matter little and replaces it by a typical constant $D_0$ up to a band edge $W$:
\begin{equation}
\frac2U=D_0\,\operatorname{arsinh}\frac W\Delta
\quad\Longrightarrow\quad
\Delta=\frac{W}{\sinh\left(2/(UD_0)\right)}>0 .
\end{equation}
There is a solution for every $U>0$. The pairing of levels seems to force antiferromagnetism at arbitrarily weak repulsion, with $U_c=0$.

\section{The fault}

Equation \eqref{gapD} is correct; it is derived below. The fault is the constant $D_0$. The logarithm that removes the threshold comes from energies near zero, and there the honeycomb density of states goes to zero, as shown below. Paired levels supply small energy denominators, but there must also be enough pairs with small $\varepsilon$. We therefore need the true $D(\varepsilon)$.

\section{Correct solution}

\subsection{Energy and gap equation}

In a determinant whose orbitals have definite spin, $\langle n_{i\uparrow}n_{i\downarrow}\rangle=\langle n_{i\uparrow}\rangle\langle n_{i\downarrow}\rangle$. The two occupations on a site are $(1\pm m)/2$, with product $(1-m^2)/4$. A cell has two sites, so the energy per cell is
\begin{equation}
E_{\rm HF}=\langle T\rangle+\frac U2-\frac{Um^2}{2},
\end{equation}
where $T$ is the hopping energy per cell. Completing the square,
\begin{equation}
-2\Delta m+\frac{2\Delta^2}{U}=\frac2U\left(\Delta-\frac{Um}{2}\right)^2-\frac{Um^2}{2},
\end{equation}
shows that $-Um^2/2$ is the minimum of the left side over $\Delta$, reached at $\Delta=Um/2$. We may therefore minimize $\langle T\rangle-2\Delta m+2\Delta^2/U+U/2$ over both the determinant and $\Delta$.

At fixed $\Delta$ this is a one-electron problem. For spin up its Bloch matrix in the basis $(A,B)$ is
\begin{equation}
h=\begin{pmatrix}-\Delta&-tf\\-tf^*&\Delta\end{pmatrix},\qquad f=1+e^{ia}+e^{ib},
\end{equation}
where the angles $a,b$ run over $(0,2\pi)$ and label the wavevectors uniformly. Since $h^2=\mathcal E^2\,\mathbf 1$ with
\begin{equation}
\mathcal E=\sqrt{\varepsilon^2+\Delta^2},\qquad \varepsilon=t|f|,
\end{equation}
the eigenvalues are $\pm\mathcal E$, and the projector on the lower state is $(1-h/\mathcal E)/2$. Its diagonal gives, with $\langle\cdot\rangle$ denoting the average over $a,b$,
\begin{equation}
n_{A\uparrow}=\tfrac12\left(1+\left\langle\Delta/\mathcal E\right\rangle\right),\qquad
n_{B\uparrow}=\tfrac12\left(1-\left\langle\Delta/\mathcal E\right\rangle\right).
\label{occ}
\end{equation}
Spin down has $\Delta\to-\Delta$. Each site thus holds one electron and the moments are opposite, as assumed. The lower band is filled for both spins, so
\begin{equation}
F(\Delta)=\frac U2-2\langle\mathcal E\rangle+\frac{2\Delta^2}{U}.
\end{equation}
With $x=\Delta^2$,
\begin{equation}
\frac{dF}{dx}=\frac2U-\left\langle\frac1{\sqrt{\varepsilon^2+x}}\right\rangle .
\label{slope}
\end{equation}
Setting this to zero gives \eqref{gapD}. The average in \eqref{slope} falls steadily from $\langle1/\varepsilon\rangle$ at $x=0$ to zero at large $x$, so the slope of $F$ increases with $x$ and $F$ has a single minimum. It lies at $x>0$ if $2/U<\langle1/\varepsilon\rangle$, and at $x=0$ otherwise. Hence
\begin{equation}
U_c=\frac{2}{\langle1/\varepsilon\rangle},
\label{Uc}
\end{equation}
and $\Delta$ grows continuously from zero above $U_c$. The threshold vanishes if and only if $\langle1/\varepsilon\rangle$ diverges.

\subsection{Why the threshold is neither zero nor infinite}

Zero energy requires three unit vectors $1,e^{ia},e^{ib}$ that sum to zero. They must be $120^\circ$ apart, which leaves two points, $(a,b)=\pm(2\pi/3,-2\pi/3)$. Near the first, put $a=2\pi/3+x$, $b=-2\pi/3+y$ (here $x,y$ are small angles) and $\omega=e^{2\pi i/3}$. To first order $f=i(\omega x+\omega^*y)$, so
\begin{equation}
|f|^2=x^2+y^2+2xy\,\mathrm{Re}\,\omega^2=x^2+y^2-xy .
\end{equation}
This quadratic form has determinant $3/4$. The region $|f|<r$ is therefore an ellipse of area $\pi r^2/\sqrt{3/4}=2\pi r^2/\sqrt3$. The second point contributes equally. Dividing by the total area $4\pi^2$, the fraction of states with energy below $\varepsilon=tr$ is
\begin{equation}
N(\varepsilon)\simeq\frac{2}{4\pi^2}\,\frac{2\pi}{\sqrt3}\,\frac{\varepsilon^2}{t^2}=\frac{\varepsilon^2}{\sqrt3\,\pi t^2},
\qquad
D(\varepsilon)=\frac{dN}{d\varepsilon}\simeq\frac{\alpha\varepsilon}{t^2},\quad \alpha=\frac{2}{\sqrt3\,\pi}\approx0.3676 .
\end{equation}
Direct counting on a $2000\times2000$ grid of angles gives fractions $0.001837$ below $0.1\,t$ and $0.007395$ below $0.2\,t$, against $0.001838$ and $0.007351$ from this law. Both agree to better than one percent of the law's value; the last digits of the counts depend on the grid.

The factor $\varepsilon$ in $D$ cancels the denominator in $\langle1/\varepsilon\rangle$. Energies below a small cutoff $\Lambda$ contribute
\begin{equation}
\int_0^\Lambda\frac{D(\varepsilon)}{\varepsilon}\,d\varepsilon\simeq\frac{\alpha\Lambda}{t^2},
\end{equation}
and the remaining states contribute at most $1/\Lambda$. The average is finite, so $U_c>0$. Linear vanishing is sufficient but not necessary: $D\propto\varepsilon^s$ with any $s>0$ also gives a convergent integral.

The vanishing of $D(0)$ does not forbid order either, because the whole band enters the average. Since $|f|\le3$, we have $\langle1/\varepsilon\rangle\ge1/(3t)$ and therefore $U_c\le6t$.

\subsection{The number}

The average is even under $(a,b)\to(-a,-b)$, so $0<a<\pi$ suffices. There $1+e^{ia}=u\,e^{ia/2}$ with $u=2\cos(a/2)$. Measuring $b$ from $a/2$ and writing the shifted angle as $2\varphi$,
\begin{equation}
|f|^2=1+u^2+2u\cos2\varphi=(1+u)^2-4u\sin^2\varphi .
\end{equation}
The average over $\varphi$ is a complete elliptic integral, $K(k)=\int_0^{\pi/2}d\varphi/\sqrt{1-k^2\sin^2\varphi}$:
\begin{equation}
\left\langle\frac t\varepsilon\right\rangle=\frac1\pi\int_0^\pi da\,\frac2\pi\,\frac{K(k)}{1+u},\qquad k^2=\frac{4u}{(1+u)^2}.
\end{equation}
At $u=1$ one has $k=1$, where $K$ diverges logarithmically; this is integrable. Quadrature gives $\langle t/\varepsilon\rangle=0.89644$, and extrapolated sums over wavevectors give $0.89645$. From \eqref{Uc},
\begin{equation}
U_c=\frac{2t}{0.89644}\approx2.23\,t .
\end{equation}

The linear law alone gives a rough estimate. Extend it to the energy $W$ at which it is normalized, $\alpha W^2/(2t^2)=1$. Then $\langle1/\varepsilon\rangle=\alpha W/t^2=2/W$, and \eqref{Uc} gives
\begin{equation}
U_c\approx W=t\sqrt{2/\alpha}=t\sqrt{\sqrt3\,\pi}\approx2.33\,t,
\end{equation}
which is 4.6 percent above the full Hartree-Fock value. This closeness is not controlled: the linear law was derived only for $\varepsilon\ll t$, while $W$ covers most of a band that ends at $3t$.

\subsection{Could another pattern order first?}

So far only the uniform two-sublattice pattern was allowed. Consider now weak site-dependent fields acting on the paramagnetic state. If the potential for one spin is $-h_j$, first-order perturbation theory gives $\delta n_i=\sum_j\chi_{ij}h_j$ with
\begin{equation}
\chi_{ij}=2\sum_{o,e}\frac{\phi_o(i)\phi_e(i)\phi_o(j)\phi_e(j)}{\varepsilon_e-\varepsilon_o},
\end{equation}
where $o$ and $e$ label occupied and empty real orbitals. Let $s_i=+1$ on $A$ and $-1$ on $B$. Hopping connects only opposite sublattices, so multiplying an occupied orbital by $s_i$ gives an empty one of opposite energy. Using $1/z=\int_0^\infty d\tau\,e^{-\tau z}$ for $z=\varepsilon_e-\varepsilon_o>0$, the double sum factorizes:
\begin{equation}
\chi_{ij}=2s_is_j\int_0^\infty d\tau\,P_{ij}(\tau)^2,\qquad P_{ij}(\tau)=\sum_o\phi_o(i)\phi_o(j)e^{\tau\varepsilon_o}.
\end{equation}
Hence $s_is_j\chi_{ij}\ge0$, and $\sum_j|\chi_{ij}|=s_i\sum_j\chi_{ij}s_j$. All sites are equivalent, so this sum is a constant $c$. The staggered pattern is then an eigenvector of $\chi$ with eigenvalue $c$, and no eigenvalue exceeds the absolute row sum $c$. The small-$\Delta$ limit of \eqref{occ} gives $c=\langle1/\varepsilon\rangle/2$.

A spin pattern $m_i$ produces $h_i=Um_i/2$ for spin up, whose density changes by $m_i/2$. Self-consistency reads $m=U\chi m$, which is first met at $U=1/c=U_c$. A charge pattern has the opposite sign, $\rho=-U\chi\rho$. It has no nonzero solution because $\chi$, a sum of squares with positive weights, has no negative eigenvalue. Spin-rotation symmetry extends the spin result to other spin directions.

The paramagnet is therefore linearly stable below $U_c$. This argument does not exclude a discontinuous jump to a distant, more complicated state; the global minimum was established only among states with one electron per site and moments $\pm m$ on the two sublattices. As a numerical check of the linear result, site-resolved iterations with collinear spins on a periodic 50-site cluster were started from small random deviations (about $0.05$) of the occupations from $1/2$, one run for each $U$. All moments decayed to zero at 0.85 times the cluster's own threshold, and the uniform staggered state was reached at 1.15 times it. Such starts do not probe distant states. That threshold is $2.42\,t$, higher than in the infinite lattice because the coarse set of wavevectors gives a smaller $\langle1/\varepsilon\rangle$.

\section{The ordered state}

At $U=3t$ the gap equation gives $\Delta=0.666\,t$, and direct minimization of $F$ gives the same value. Then
\begin{equation}
m=\frac{2\Delta}{U}=\frac{2\times0.666}{3}\approx0.444,\qquad 2\Delta\approx1.33\,t,
\end{equation}
where $2\Delta$ is the full band gap. Order lowers the energy by $0.032\,t$ per cell.

Just above threshold, the small energies control how the average changes:
\begin{equation}
\left\langle\frac1\varepsilon-\frac1{\mathcal E}\right\rangle
\simeq\frac{\alpha}{t^2}\int_0^\Lambda d\varepsilon\left(1-\frac{\varepsilon}{\sqrt{\varepsilon^2+\Delta^2}}\right)
=\frac{\alpha}{t^2}\left(\Lambda+\Delta-\sqrt{\Lambda^2+\Delta^2}\right)\simeq\frac{\alpha\Delta}{t^2}
\end{equation}
for $\Delta\ll\Lambda$. States above $\Lambda$ add at most $\Delta^2/(2\Lambda^3)$, because $1/\varepsilon-1/\mathcal E=(\mathcal E-\varepsilon)/(\varepsilon\mathcal E)\le\Delta^2/(2\varepsilon^3)$; this is of higher order in $\Delta$. The left side equals $2/U_c-2/U$, so to leading order
\begin{equation}
\Delta\simeq\sqrt3\,\pi t^2\left(\frac1{U_c}-\frac1U\right).
\end{equation}
The gap opens linearly in $U-U_c$. At $U=1.01\,U_c$ this law gives $0.02415\,t$, against $0.02413\,t$ from the full gap equation.

\section{Where the threshold does vanish}

The half-filled square lattice also has two equivalent sublattices joined by hopping, so \eqref{gapD} and \eqref{Uc} carry over. Its energies are
\begin{equation}
\varepsilon=2t|\cos k_x+\cos k_y|=4t|\cos p\cos q|,\qquad p,q=\tfrac12(k_x\pm k_y).
\end{equation}
Every state with $|\cos p|<\varepsilon/4t$ lies below $\varepsilon$. Thus $N(\varepsilon)\ge(2/\pi)\arcsin(\varepsilon/4t)\ge\varepsilon/(2\pi t)$ for $\varepsilon\le4t$. Averaging the identity $1/z=\int_z^\infty d\varepsilon/\varepsilon^2$ over the states gives
\begin{equation}
\left\langle\frac1\varepsilon\right\rangle=\int_0^\infty\frac{N(\varepsilon)}{\varepsilon^2}\,d\varepsilon\ge\int_0^{4t}\frac{d\varepsilon}{2\pi t\,\varepsilon}=\infty .
\end{equation}
Here $U_c=0$: the gap equation gives $\Delta=0.060\,t$ at $U=t$ and $0.376\,t$ at $U=2t$, where the honeycomb solution still has $\Delta=0$. Only the conclusion $U_c=0$ of the tempting solution holds here; its formula for $\Delta$ does not. The square-lattice $D(\varepsilon)$ is not constant near zero but grows logarithmically, and a constant $D_0=1/(4t)$ with $W=4t$ would give $\Delta=4t/\sinh 8\approx0.0027\,t$ at $U=t$, about twenty times too small. Both lattices have paired levels $\pm\varepsilon$. What separates them is the number of pairs near zero energy.

The value $2.23\,t$ belongs to Hartree-Fock theory with nearest-neighbour hopping, half filling and zero temperature. Correlations beyond the single determinant are absent from it, so it should not be read as the exact transition point of the Hubbard model.

\section*{Computed results}
\begin{verbatim}
All energies in units of the hopping t
<t/eps>, elliptic quadrature: 0.896441 (dimensionless)
<t/eps>, zone sum 400 x 400: 0.895210 (dimensionless)
<t/eps>, zone sum 800 x 800: 0.895828 (dimensionless)
<t/eps>, extrapolated zone sums: 0.896447 (dimensionless)
Critical interaction U_c: 2.23105 t
Slope alpha of density of states: 0.36755 (D = alpha eps/t^2)
Fraction of states below 0.1 t: counted 0.001837, linear law 0.001838
Fraction of states below 0.2 t: counted 0.007395, linear law 0.007351
Cone estimate of U_c: 2.3327 t
Cone estimate relative to U_c: 4.56 percent above
Example interaction U: 3.0 t
  Delta from gap equation: 0.66616 t
  Delta from energy minimum: 0.66616 t
  full band gap 2 Delta: 1.33231 t
  staggered moment m: 0.44410 (n_up - n_down)
  energy gain per cell: 0.03213 t
Interaction tested below U_c: 2.0 t, lowest energy at Delta = 0
U/U_c = 1.001: Delta = 0.002436 t, linear law 0.002437 t
U/U_c = 1.010: Delta = 0.024132 t, linear law 0.024148 t
U/U_c = 1.100: Delta = 0.222488 t, linear law 0.221722 t
Square lattice, U = 1.0 t: Delta = 0.05976 t
Square lattice, U = 2.0 t: Delta = 0.37608 t
<t/E> at Delta = 0.100 t: honeycomb 0.85965, square 1.68559
<t/E> at Delta = 0.010 t: honeycomb 0.89276, square 3.30001
<t/E> at Delta = 0.001 t: honeycomb 0.89607, square 5.45155
Cluster size: 50 sites
Cluster critical interaction: 2.41896 t
Cluster largest response eigenvalue: 0.41340 1/t
Cluster second response eigenvalue: 0.29672 1/t
Cluster at 0.85 of its critical U: largest |m| = 6.7e-16
Cluster at 1.15 of its critical U: m = 0.362151 (iteration)
Cluster at 1.15 of its critical U: m = 0.362151 (gap equation)
\end{verbatim}
